**Depolarizing field of a ferroelectric/dielectric stack: numerical tests**

For fixed switchable polarization $P$ and short-circuited ideal plates, the field in the ferroelectric is $E_f=-Pt_d/[\varepsilon_0(\varepsilon_dt_f+\varepsilon_ft_d)]$. Here $t_f,\varepsilon_f$ and $t_d,\varepsilon_d$ are the thickness and relative permittivity of the ferroelectric and of the dielectric. The program asserts agreement between this formula and a finite-volume solution of Gauss's law, including the thin- and thick-dielectric limits. The same solver tests the effects of interface charge, a voltage offset, metal screening and lateral polarization modes. Further assertions compare the field energy with a sum over layers, the tunnelling exponent with quadrature, and the energy of very wide stripes with that of the uniform state. The output gives $E_f=-2.091$ MV/cm and a dielectric field of 41.83 MV/cm. These exceed the rough coercive and breakdown fields used for comparison, so the ideal state should not be taken as a prediction for a real film.

## Check in Python

```python
"""Depolarizing field of a short-circuited ferroelectric/dielectric stack.

Result under test, for fixed switchable polarization P along +z:
    E_f = -P t_d / (eps0 (eps_d t_f + eps_f t_d))
t_f, eps_f: thickness and background relative permittivity of ferroelectric
t_d, eps_d: thickness and relative permittivity of dielectric
E_f, E_d:   fields along +z (from ferroelectric towards dielectric)
The formulas are compared with a finite-volume solution of div D = rho.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0, e, m_e, hbar
from scipy.integrate import quad
from scipy.linalg import solve_banded

NM = 1e-9
MVCM = 1e8          # one MV/cm in V/m
UCCM2 = 1e-2        # one uC/cm2 in C/m2


def solve_stack(layers, voltage=0.0, sheet=None, cells=1000):
    """Potentials at layer boundaries; last boundary is grounded.

    Each layer is (thickness, permittivity, q, polarization), where q is
    a lateral wave number or an inverse metal screening length.
    sheet = (boundary index, free charge per area).
    """
    h = np.repeat([a[0] / cells for a in layers], cells)
    eps = np.repeat([a[1] for a in layers], cells)
    q = np.repeat([a[2] for a in layers], cells)
    pol = np.repeat([a[3] for a in layers], cells)
    link = eps0 * eps / h
    response = eps0 * eps * q**2 * h / 2
    diagonal = link[1:] + link[:-1] + response[1:] + response[:-1]
    charge = pol[:-1] - pol[1:]
    if sheet is not None:
        charge[sheet[0] * cells - 1] += sheet[1]
    charge[0] += link[0] * voltage
    band = np.zeros((3, len(diagonal)))
    band[0, 1:] = -link[1:-1]
    band[1] = diagonal
    band[2, :-1] = -link[1:-1]
    inner = solve_banded((1, 1), band, charge)
    phi = np.concatenate(([voltage], inner, [0.0]))
    return phi[::cells]


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Inputs of the exercise
P = 0.2
t_f, eps_f = 10 * NM, 30.0
t_d, eps_d = 0.5 * NM, 3.9

# Rough typical values used only to size neglected effects
coercive = 1 * MVCM
breakdown = 10 * MVCM
barrier = 3.1 * e
mass = 0.5 * m_e
screening = 0.05 * NM
eps_metal = 1.0
offset = 0.5
stripe = 5 * NM


def field_f(pol=P, v=0.0, sigma=0.0, td=t_d, ef=eps_f):
    return ((eps_d * v - (pol + sigma) * td / eps0)
            / (eps_d * t_f + ef * td))


# Base case against the Poisson solver
E_f = field_f()
E_d = -E_f * t_f / t_d
ferro = (t_f, eps_f, 0.0, P)
diel = (t_d, eps_d, 0.0, 0.0)
phi = solve_stack([ferro, diel])
assert close((phi[0] - phi[1]) / t_f, E_f, 1e-6)
assert close((phi[1] - phi[2]) / t_d, E_d, 1e-6)
assert abs(abs(E_f) / MVCM - 2.1) < 0.05
plate_charge = eps0 * eps_f * E_f + P
numerical_charge = eps0 * eps_d * (phi[1] - phi[2]) / t_d
assert close(numerical_charge, plate_charge, 1e-6)

# Thick-dielectric limit, computed with a 10 micrometre dielectric
E_open = -P / (eps0 * eps_f)
phi = solve_stack([ferro, (1e-5, eps_d, 0.0, 0.0)])
assert close((phi[0] - phi[1]) / t_f, E_open, 1e-3)
phi = solve_stack([ferro, (1e-5 * NM, eps_d, 0.0, 0.0)])
assert abs((phi[0] - phi[1]) / t_f) < 1e-4 * abs(E_open)

# Total polarization must be used with vacuum permittivity
P_total = P + eps0 * (eps_f - 1) * E_f
phi = solve_stack([(t_f, 1.0, 0.0, P_total), diel])
assert close((phi[0] - phi[1]) / t_f, E_f, 1e-6)
E_if_total = field_f(ef=1.0)

# Field energy per area, summed over layers
energy = P * abs(E_f) * t_f / 2
layer_energy = eps0 / 2 * (eps_f * E_f**2 * t_f + eps_d * E_d**2 * t_d)
assert close(layer_energy, energy, 1e-10)

# Interface charge that brings each field down to its limit
fraction_c = 1 - coercive / abs(E_f)
fraction_b = 1 - breakdown / E_d
phi = solve_stack([ferro, diel], sheet=(1, -fraction_c * P))
assert close((phi[1] - phi[0]) / t_f, coercive, 1e-5)
phi = solve_stack([ferro, diel], sheet=(1, -fraction_b * P))
assert close((phi[1] - phi[2]) / t_d, breakdown, 1e-5)
P_coercive = P * (1 - fraction_c)
P_breakdown = P * (1 - fraction_b)

# Work-function difference acting as an applied voltage
E_plus, E_minus = field_f(v=offset), field_f(v=-offset)
for v, expected in ((offset, E_plus), (-offset, E_minus)):
    phi = solve_stack([ferro, diel], voltage=v)
    assert close((phi[0] - phi[1]) / t_f, expected, 1e-6)

# Incomplete screening in both metal electrodes
s = t_d / eps_d + 2 * screening / eps_metal
E_screen = -P * s / (eps0 * (t_f + eps_f * s))
E_d_screen = (eps0 * eps_f * E_screen + P) / (eps0 * eps_d)
metal = (20 * screening, eps_metal, 1 / screening, 0.0)
phi = solve_stack([metal, ferro, diel, metal])
assert close((phi[1] - phi[2]) / t_f, E_screen, 1e-4)
assert close((phi[2] - phi[3]) / t_d, E_d_screen, 1e-4)

# WKB tunnelling through the trapezoidal barrier
drop = E_d * t_d
assert e * drop < barrier
exponent = (4 * np.sqrt(2 * mass) / (3 * hbar * e * E_d)
            * (barrier**1.5 - (barrier - e * drop)**1.5))


def decay(u):
    return 2 * t_d * np.sqrt(2 * mass * (barrier - e * drop * u)) / hbar


assert close(quad(decay, 0, 1)[0], exponent, 1e-8)
transmission = np.exp(-exponent)


# Stripe domains: interface potential per unit polarization amplitude
def mode_potential(k):
    return 1 / (eps0 * k * (eps_f / np.tanh(k * t_f)
                            + eps_d / np.tanh(k * t_d)))


for k in (0.1 / NM, np.pi / stripe, 3 * np.pi / stripe):
    phi = solve_stack([(t_f, eps_f, k, P), (t_d, eps_d, k, 0.0)])
    assert close(phi[1], P * mode_potential(k), 1e-4)


def stripe_energy(width):
    n = np.arange(1, 40001, 2)
    amplitude = 4 * P / (np.pi * n)
    return np.sum(amplitude**2 * mode_potential(n * np.pi / width)) / 4


assert close(stripe_energy(1e4 * NM), energy, 1e-2)
U_stripe = stripe_energy(stripe)
assert U_stripe < energy
wall_break_even = (energy - U_stripe) * stripe / t_f

# Sensitivity to interlayer thickness, also checked numerically
thin, thick = 0.4 * NM, 0.6 * NM
for td in (thin, thick):
    phi = solve_stack([ferro, (td, eps_d, 0.0, 0.0)])
    assert close((phi[0] - phi[1]) / t_f, field_f(td=td), 1e-6)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("switchable polarization", P / UCCM2, "uC/cm2", 1)
show("ferroelectric thickness", t_f / NM, "nm", 1)
show("ferroelectric relative permittivity", eps_f, "", 1)
show("dielectric thickness", t_d / NM, "nm", 1)
show("dielectric relative permittivity", eps_d, "", 1)
print(f"vacuum permittivity: {eps0:.5e} F/m")
print("BASE RESULT")
show("eps_d t_f", eps_d * t_f / NM, "nm", 1)
show("eps_f t_d", eps_f * t_d / NM, "nm", 1)
show("ferroelectric field E_f", E_f / MVCM, "MV/cm")
print(f"ferroelectric field E_f in SI: {E_f:.4e} V/m")
show("dielectric field E_d", E_d / MVCM, "MV/cm", 2)
show("ferroelectric voltage drop", E_f * t_f, "V")
show("dielectric voltage drop", drop, "V")
show("plate charge D", plate_charge / UCCM2, "uC/cm2", 2)
show("open-circuit field", E_open / MVCM, "MV/cm")
show("ratio short-circuit/open-circuit", E_f / E_open, "")
show("total polarization in base state", P_total / UCCM2, "uC/cm2", 2)
show("E_f if 20 uC/cm2 were total", E_if_total / MVCM, "MV/cm")
show("field energy per area", energy, "J/m2", 4)
print("NEGLECTED EFFECTS (rough parameters)")
show("coercive field", coercive / MVCM, "MV/cm", 1)
show("compensated fraction for coercive limit", fraction_c, "")
show("uncompensated P at coercive limit", P_coercive / UCCM2, "uC/cm2", 2)
show("breakdown field", breakdown / MVCM, "MV/cm", 1)
show("compensated fraction for breakdown limit", fraction_b, "")
show("uncompensated P at breakdown limit", P_breakdown / UCCM2,
     "uC/cm2", 2)
print(f"electrons for breakdown limit: {fraction_b*P/e/1e4:.2e} cm^-2")
show("tunnel barrier", barrier / e, "eV", 1)
show("tunnelling mass", mass / m_e, "electron masses", 1)
show("WKB exponent", exponent, "", 2)
print(f"WKB transmission: {transmission:.1e}")
show("metal screening length", screening / NM, "nm", 2)
show("metal relative permittivity", eps_metal, "", 1)
show("t_d/eps_d", t_d / eps_d / NM, "nm", 4)
show("series sum s with two metals", s / NM, "nm", 4)
show("E_f with metal screening", E_screen / MVCM, "MV/cm")
show("E_d with metal screening", E_d_screen / MVCM, "MV/cm", 2)
show("work-function offset as voltage", offset, "V", 1)
show("E_f at V = +offset", E_plus / MVCM, "MV/cm")
show("E_f at V = -offset", E_minus / MVCM, "MV/cm")
show("stripe width", stripe / NM, "nm", 1)
show("stripe electrostatic energy", U_stripe, "J/m2", 4)
show("stripe/uniform energy ratio", U_stripe / energy, "")
show("break-even domain-wall energy", wall_break_even, "J/m2", 4)
show("E_f for 0.4 nm dielectric", field_f(td=thin) / MVCM, "MV/cm")
show("E_f for 0.6 nm dielectric", field_f(td=thick) / MVCM, "MV/cm")
print("checks complete")
```

Printed output:

```
INPUTS
switchable polarization: 20.0 uC/cm2
ferroelectric thickness: 10.0 nm
ferroelectric relative permittivity: 30.0
dielectric thickness: 0.5 nm
dielectric relative permittivity: 3.9
vacuum permittivity: 8.85419e-12 F/m
BASE RESULT
eps_d t_f: 39.0 nm
eps_f t_d: 15.0 nm
ferroelectric field E_f: -2.091 MV/cm
ferroelectric field E_f in SI: -2.0915e+08 V/m
dielectric field E_d: 41.83 MV/cm
ferroelectric voltage drop: -2.091 V
dielectric voltage drop: 2.091 V
plate charge D: 14.44 uC/cm2
open-circuit field: -7.529 MV/cm
ratio short-circuit/open-circuit: 0.278
total polarization in base state: 14.63 uC/cm2
E_f if 20 uC/cm2 were total: -2.859 MV/cm
field energy per area: 0.2091 J/m2
NEGLECTED EFFECTS (rough parameters)
coercive field: 1.0 MV/cm
compensated fraction for coercive limit: 0.522
uncompensated P at coercive limit: 9.56 uC/cm2
breakdown field: 10.0 MV/cm
compensated fraction for breakdown limit: 0.761
uncompensated P at breakdown limit: 4.78 uC/cm2
electrons for breakdown limit: 9.50e+13 cm^-2
tunnel barrier: 3.1 eV
tunnelling mass: 0.5 electron masses
WKB exponent: 5.13
WKB transmission: 5.9e-03
metal screening length: 0.05 nm
metal relative permittivity: 1.0
t_d/eps_d: 0.1282 nm
series sum s with two metals: 0.2282 nm
E_f with metal screening: -3.060 MV/cm
E_d with metal screening: 34.38 MV/cm
work-function offset as voltage: 0.5 V
E_f at V = +offset: -1.730 MV/cm
E_f at V = -offset: -2.453 MV/cm
stripe width: 5.0 nm
stripe electrostatic energy: 0.0724 J/m2
stripe/uniform energy ratio: 0.346
break-even domain-wall energy: 0.0684 J/m2
E_f for 0.4 nm dielectric: -1.772 MV/cm
E_f for 0.6 nm dielectric: -2.378 MV/cm
checks complete
```
